# Trilinear Coupling and Discontinuous Polar Transitions in Hafnia Models

## Definitions and conventions

Let $Q_1$ be the amplitude of a polar mode of a nonpolar parent phase, and let $Q_2,Q_3$ be amplitudes of two nonpolar or antipolar modes. All are displacements in Å, measured from the parent structure. Each mode is taken to have a single component, and the three differ in symmetry. When their product is allowed by symmetry, the energy per cell to fourth order, in meV, is

$$F=V_2-\gamma T+V_4,\qquad T=Q_1Q_2Q_3,$$

$$V_2=\tfrac12\sum_i a_iQ_i^2,\qquad V_4=\tfrac14\sum_i b_iQ_i^4+\tfrac12\sum_{i<j}c_{ij}Q_i^2Q_j^2 .$$

The term $T$ is allowed if it is invariant under every symmetry operation of the parent. Since the polar mode has zero wavevector, the wavevectors of the other two must add to zero or to a reciprocal lattice vector. Reversing the sign convention of one mode reverses $\gamma$, so we take $\gamma>0$.

Two conditions define the case treated here. All three harmonic modes are stable, $a_i>0$, and the quartic part is bounded in the strict sense $V_4>0$ for every $Q\neq0$. The description is mean field: $F$ is minimized and fluctuations are left out. Whether a given parent phase satisfies $a_i>0$ must be established for that phase. The numbers below use round model parameters, not data for a material.

## What happens: a distant minimum

The second derivatives of $T$ vanish at $Q=0$, so the Hessian there is $\mathrm{diag}(a_1,a_2,a_3)$ whatever the value of $\gamma$. The parent is a strict local minimum. A phonon calculation tests this curvature and says nothing about a minimum at finite amplitude.

To find when such a minimum exists, use $(\sqrt{V_2}-\sqrt{V_4})^2\ge0$, which gives $V_2+V_4\ge2\sqrt{V_2V_4}$. Define

$$\gamma_c=\min_{T\ne0}\frac{2\sqrt{V_2V_4}}{|T|}.$$

Numerator and denominator both scale as the cube of the overall amplitude, so only the amplitude ratios matter. On the unit sphere $V_2V_4$ has a positive lower bound, and the quotient diverges as $T\to0$. The minimum is therefore attained and is finite and positive.

- If $\gamma<\gamma_c$ and $T\neq0$, then $V_2+V_4\ge\gamma_c|T|>\gamma T$, so $F>0$. If $T=0$ and $Q\ne0$, then $F=V_2+V_4>0$. The parent is the global minimum.
- If $\gamma>\gamma_c$, take the optimal ratios with $T>0$ and choose the overall amplitude so that $V_2=V_4$. Then $F=(\gamma_c-\gamma)T<0$. Since $V_4$ makes $F$ rise at large amplitude, a global minimum with $F<0$ exists. It needs $T>0$, so all three amplitudes are nonzero and the state is polar.

At $\gamma=\gamma_c$ the two phases coexist, with $V_2=V_4=\gamma T/2$ in the polar one. Without the coupling, $F=V_2+V_4$ increases along every ray from the origin, and the parent is the only minimum. In this model the trilinear term is thus what creates the polar state.

Reversing any two amplitudes leaves $T$ unchanged, so the polar state has four equivalent copies, two for each sign of $Q_1$.

## Why the transition must be discontinuous

Hold $Q_1$ fixed and look at the other two modes. Since $\tfrac12a_2Q_2^2+\tfrac12a_3Q_3^2\ge\sqrt{a_2a_3}\,|Q_2Q_3|$,

$$\tfrac12a_2Q_2^2+\tfrac12a_3Q_3^2-\gamma Q_1Q_2Q_3\ \ge\ \left(\sqrt{a_2a_3}-\gamma|Q_1|\right)|Q_2Q_3| .$$

If $\gamma|Q_1|\le\sqrt{a_2a_3}$, the right side is not negative, and $F\ge\tfrac12a_1Q_1^2+V_4>0$ for every nonzero $Q$. A polar state that competes with the parent, $F\le0$, therefore requires

$$|Q_1|>\frac{\sqrt{a_2a_3}}{\gamma},$$

and the same holds with the indices permuted. Let temperature, strain or composition change the coefficients continuously. As the transition is approached from the polar side, the bound stays above a positive number as long as the $a_i$ stay positive. The polar amplitude cannot shrink to zero, so it must jump.

The bound also shows the mechanism. A finite polar displacement couples $Q_2$ to $Q_3$ and can make this pair unstable. The pair in turn exerts a force $\gamma Q_2Q_3$ on the polar mode. This mutual support is cubic, so the harmonic cost wins at small amplitude.

## How large: a model with unequal modes

Take $a=(300,200,500)$ meV/Å$^2$, $b=(2000,1500,3000)$ meV/Å$^4$, $(c_{12},c_{13},c_{23})=(200,100,400)$ meV/Å$^4$ and $\gamma=2000$ meV/Å$^3$. Numerical minimization over the amplitude ratios gives $\gamma_c=1912$ meV/Å$^3$, so the coupling exceeds the threshold by about 5%.

Minimizing $F$ in all three amplitudes gives $Q=(0.574,0.613,0.496)$ Å. The energy relative to the parent is

$$F=148.4-348.9+187.4\approx-13\ \text{meV},$$

where the terms are $V_2$, $-\gamma T$ and $V_4$. The small depth is a difference of large terms, so modest relative errors in fitted coefficients can change which phase is lower.

The force balance on the polar mode shows what holds it in place. The driving force is $\gamma Q_2Q_3=2000\times0.613\times0.496\approx608$ meV/Å. Against it stand $a_1Q_1\approx172$, $b_1Q_1^3\approx378$ and $(c_{12}Q_2^2+c_{13}Q_3^2)Q_1\approx57$ meV/Å, which add to 607 meV/Å within rounding. Most of the restoring force is anharmonic.

### Approaching the transition

Multiply all three $a_i$ by a common factor $\lambda$, with $\gamma$ and $V_4$ fixed. Then $V_2$ scales with $\lambda$ and the threshold with $\sqrt\lambda$. Setting $\sqrt{\lambda_c}\,\gamma_c=\gamma$, where $\gamma_c$ is the value at $\lambda=1$, gives

$$\lambda_c=\left(\frac{\gamma}{\gamma_c}\right)^2=\left(\frac{2000}{1912}\right)^2\approx1.094 .$$

Since $\lambda_c>0$ for any nonzero $\gamma$, uniform softening meets the discontinuous transition before any harmonic mode becomes unstable.

At $\lambda_c$ the amplitudes jump from zero to $(0.533,0.573,0.458)$ Å. The lower bound for the polar one is $\sqrt{218.8\times547.0}/2000\approx0.173$ Å. The actual jump is about three times larger, so the bound proves discontinuity but does not estimate its size.

The slope of the lowest energy jumps too. At a minimum $\partial F/\partial Q_i=0$, so $dF/d\lambda$ equals $V_2$ evaluated with the unscaled $a_i$. This is zero in the parent and $139.9/1.094\approx127.9$ meV in the polar phase. If $F$ is a free energy whose temperature dependence enters only through $\lambda(\Theta)$, with $\Theta$ the temperature, the latent heat per cell is $\Theta_c(d\lambda/d\Theta)\times127.9$ meV when $\lambda$ rises with temperature.

### Barrier and metastability

At coexistence, let $Q^*$ be the polar state and follow the straight path $Q=tQ^*$. With $V_4^*=V_2^*$ and $\gamma T^*=2V_2^*$,

$$F=V_2^*(t^2-2t^3+t^4)=V_2^*t^2(1-t)^2 .$$

The maximum, at $t=\tfrac12$, is $V_2^*/16\approx8.74$ meV. Solving $\nabla F=0$ numerically from many starting points gives a saddle at 8.55 meV, slightly lower because the path may bend. These are barriers per cell for a uniform change. Nucleation and domain-wall motion need gradient energies, which this model lacks.

For the range of metastability, write $F=\lambda Ar^2-Gr^3+Cr^4$ along a ray, where $A$, $G$ and $C$ are the values of $V_2$ at $\lambda=1$, $\gamma T$ and $V_4$ at unit amplitude. A nonzero stationary point requires

$$2\lambda A-3Gr+4Cr^2=0,$$

which has a real root only if $9G^2\ge32\lambda AC$. The definition of $\lambda_c$ gives $G^2\le4\lambda_cAC$ on every ray. Together these yield $\lambda\le\tfrac98\lambda_c$ for any polar stationary state.

In the example the polar minimum disappears at $\lambda_s\approx1.227$, or $1.122\lambda_c$. This value follows from solving for a stationary point with a singular Hessian. The parent remains locally stable for all $\lambda>0$, including $\lambda=1$, where the polar state is lower. Thermal or strain hysteresis is therefore possible.

## A case solved in closed form

Let all $a_i=a$, $b_i=b$ and $c_{ij}=c$, with $-b/2<c\le b$, and put $B=b+2c$. At fixed $r^2=\sum_iQ_i^2$, $V_2$ is constant and $T$ is largest for equal amplitudes. Because $\sum_iQ_i^4=r^4-2\sum_{i<j}Q_i^2Q_j^2$,

$$V_4=\tfrac14br^4-\tfrac12(b-c)\sum_{i<j}Q_i^2Q_j^2 ,$$

which is smallest for equal amplitudes as well. Hence the optimal state has $Q_i=q$ and

$$F=\tfrac32aq^2-\gamma q^3+\tfrac34Bq^4 .$$

Coexistence requires this quartic to have a double zero at $q\neq0$: $\gamma^2=4(\tfrac32a)(\tfrac34B)=\tfrac92aB$. Therefore

$$a_c=\frac{2\gamma^2}{9B},\qquad q_c=\frac{\gamma}{2(3B/4)}=\frac{2\gamma}{3B}.$$

From $F'=3q(a-\gamma q+Bq^2)$, the nonzero stationary points merge at $a_s=\gamma^2/(4B)=\tfrac98a_c$. The curvature perpendicular to the equal-amplitude line is $a+3bq^2+\gamma q>0$, so the polar state stays stable up to that point and the general limit $\tfrac98$ is reached.

For $b=2000$, $c=200$ meV/Å$^4$ and $\gamma=2000$ meV/Å$^3$, $B=2400$ meV/Å$^4$. This gives $a_c\approx370$ meV/Å$^2$, $q_c\approx0.556$ Å and $a_s\approx417$ meV/Å$^2$. Weaker coupling reduces the jump in proportion to $\gamma$ and moves the transition towards $a=0$. It becomes continuous only in the limit $\gamma\to0$.

## Where the conclusion fails

**A mode softens first.** If $a_1$ alone passes through zero while $\gamma$ stays below $\gamma_c$ (for the other parameters of the example, the limiting value as $a_1\to0$ lies between 1450 and 1550 meV/Å$^3$), the state $Q_2=Q_3=0$ has $F=\tfrac12a_1Q_1^2+\tfrac14b_1Q_1^4$. Its minimum is at $Q_1^2=-a_1/b_1$, which grows continuously from zero. With $\gamma=500$ meV/Å$^3$ and the other parameters as before, numerical minimization gives $Q_1=0.032$ Å at $a_1=-2$ meV/Å$^2$ and 0.063 Å at $-8$ meV/Å$^2$. Here the assumption of three stable modes no longer holds.

**The polar mode is left without saturation.** Suppose a fit omits $b_1,c_{12},c_{13}$. Completing the square,

$$\tfrac12a_1Q_1^2-\gamma Q_1Q_2Q_3=\tfrac12a_1\left(Q_1-\frac{\gamma Q_2Q_3}{a_1}\right)^2-\frac{\gamma^2}{2a_1}Q_2^2Q_3^2 .$$

Eliminating $Q_1$ replaces $c_{23}$ by $c_{23}-\gamma^2/a_1$. Since $\tfrac14b_2Q_2^4+\tfrac14b_3Q_3^4\ge\tfrac12\sqrt{b_2b_3}\,Q_2^2Q_3^2$, the remaining quartic part is non-negative if $\gamma^2\le a_1(\sqrt{b_2b_3}+c_{23})$. Then the parent is the only minimum. Above this value the energy has no lower bound. Along a ray the reduced energy contains only $r^2$ and $r^4$, so no finite polar minimum appears in either case. For the example the limit is 870 meV/Å$^3$, far below the coupling used.

## What to do in practice

1. Do not rule out a polar phase because the parent phonons are stable. Identify the symmetry-allowed triples and displace all three modes together. If one amplitude is held at zero, $T=0$ and this mechanism is absent.

2. Extract the coupling from a sign reversal. Only $T$ changes sign when $Q_1$ does, so
$$\gamma=\frac{F(-Q_1,Q_2,Q_3)-F(Q_1,Q_2,Q_3)}{2Q_1Q_2Q_3}.$$
If the result varies with amplitude, higher odd terms matter and the quartic model needs extension.

3. Fit the polar anharmonicity, check that $V_4>0$ in all directions, and then compare $\gamma$ with $\gamma_c$. This ranks the polar state against the parent only. Competing phases that involve other modes need their own energies.

4. Follow the partner modes during switching. Reversing $Q_1$ alone in the polar state at $\lambda=1$ gives $148.4+348.9+187.4\approx685$ meV above the parent. A switched minimum requires one partner to reverse as well. The 685 meV is not a switching barrier: in the example the lowest uniform path runs through the basin of the parent and rises only about 19 meV above the polar minimum.

5. In a memory capacitor, allow for a retained nonpolar parent. At zero field it is a local minimum even where the polar phase is lower in energy, and it carries no remanent polarization. Whether it survives in a device is not decided by this model, which has no field, depolarization or nucleation. In the example at $\lambda=1$ the uniform barrier out of the parent is only about 6 meV per cell. Adding a term $-fQ_1$ with $f\approx57$ meV/Å, about 0.7 MV/cm for an illustrative mode charge of $8e$, converts the parent to the polar state, which remains when the force is removed. Cooling, strain and field history should therefore be recorded with the measured polarization.
